How large are Thomson, pair-production and annihilation cross sections?

**Question.** Tree-level QED gives cross sections proportional to α²/m² for Thomson scattering, Z²α³/m² for pair production on a nucleus, and α²/s for annihilation into a point-like pair. How large are these in millibarns, and in what order do they stand?

**Answer.** Muon-pair annihilation comes last, behind the Thomson value and behind pair production, provided the photon that makes the electron pair is well above threshold. The order of the other two depends on Z, on whether one electron or Z electrons are counted, and on the photon energy. To see why, we need the units, the coefficients and the range in which each formula holds.

Here m is the electron mass, α = e²/(4π), ω is the photon energy in the rest frame of the target, and s is the squared centre-of-mass energy. In natural units, ħ = c = 1.

**From GeV⁻² to millibarns**

In natural units an area has the dimension of an inverse energy squared. Since ħc is an energy times a length, multiplying by (ħc)² restores the area:

σ = (ħc)² σ_nat,  (ħc)² = 0.3894 GeV² mb,  1 mb = 10⁻³¹ m².

With α = 0.00729735 and m = 0.000510999 GeV,

α²/m² = 203.93 GeV⁻²,
203.93 GeV⁻² × 0.3894 GeV² mb = 79.4 mb.

The pair-production scale has one more factor of α, and a factor Z²:

Z²α³/m² = Z² × 0.00729735 × 79.4 mb = 0.579 Z² mb.

For annihilation at √s = 5 GeV,

α²/s = (0.00729735)²/(25 GeV²) × 0.3894 GeV² mb = 8.29 × 10⁻⁷ mb.

**Thomson scattering**

Let ω ≪ m and let the electron be free. A wave with electric field E gives it an acceleration of magnitude a = eE/m. At angle Θ from the acceleration, the charge radiates a power per solid angle e²a² sin²Θ/(16π²), and the incident energy flux is E². Their ratio is the cross section:

dσ/dΩ = e⁴ sin²Θ/(16π²m²) = (α²/m²) sin²Θ,

because e⁴ = 16π²α². The average of sin²Θ over the sphere is 2/3, so

σ_T = 4π × (2/3) × α²/m² = (8π/3) α²/m² = 8.378 × 79.4 mb = 665 mb.

This is the low-energy limit of tree-level Compton scattering. Integrating the Compton amplitude numerically at ω/m = 10⁻⁴ gives the coefficient 8.376.

**Annihilation into muons**

Take e⁺e⁻ → μ⁺μ⁻ through one photon, with s far above 4M², where M is the muon mass. Both masses can then be dropped. Let p₁, p₂ be the momenta of e⁻, e⁺ and k₁, k₂ those of μ⁻, μ⁺. The electron spin trace is

4[p₂^μ p₁^ν + p₂^ν p₁^μ − g^μν p₁·p₂],

and the muon trace has the same form. In their product the terms with (p₁·p₂)(k₁·k₂) carry −2 − 2 + 4 = 0. What remains is 32[(p₁·k₁)(p₂·k₂) + (p₁·k₂)(p₂·k₁)]. The average over four initial spin states and the photon propagator supply e⁴/(4s²):

⟨|𝓜|²⟩ = (8e⁴/s²)[(p₁·k₁)(p₂·k₂) + (p₁·k₂)(p₂·k₁)].

With θ the angle between e⁻ and μ⁻, p₁·k₁ = p₂·k₂ = s(1 − cos θ)/4, and the other two products are s(1 + cos θ)/4. Hence

⟨|𝓜|²⟩ = (e⁴/2)[(1 − cos θ)² + (1 + cos θ)²] = e⁴(1 + cos²θ).

The flux factor is 1/(2s) and the two-body phase space is dΩ/(32π²), so

dσ/dΩ = e⁴(1 + cos²θ)/(64π²s) = (α²/4s)(1 + cos²θ).

The angular integral is 2π(2 + 2/3) = 16π/3, and therefore

σ_ann = 4πα²/(3s).

At 5 GeV this is 3.47 × 10⁻⁶ mb, or 3.47 nb. Z-boson exchange, hadronic resonances and radiative corrections are left out. The ratio to Thomson scattering contains no α:

σ_ann/σ_T = m²/(2s) = 5.2 × 10⁻⁹ at 5 GeV.

**Pair production on a nucleus**

Treat the nucleus as a fixed point charge acting once (the Born approximation). It supplies momentum **Q** but no energy, through the potential Ze/Q². The two electron–photon vertices supply e², so the amplitude is proportional to Ze³ and the cross section to Z²α³. Write

σ_pair = (Z²α³/m²) B(ω).

The number B contains a logarithm, whose origin can be found as follows.

Let T^μ be the amplitude for the incident photon k and a second photon q = (0, **Q**) to make the pair, with μ the index of the second photon. Let W be the integral of |T⁰|² over the pair's phase space, summed over final spins and averaged over incident polarizations. Then

σ_pair = (1/2ω) ∫ d³Q/(2π)³ (Z²e²/Q⁴) W.

The squared pair mass is S = (k + q)² = 2k·q − Q². Since k·q = −ωQ cos χ, where χ is the angle between **Q** and the photon direction, a change of S at fixed Q obeys |dS| = 2ωQ |d cos χ|. Therefore

d³Q = 2πQ² dQ |d cos χ| = (π/2ω) dQ² dS.

The component of **Q** along the photon is Q_∥ = −(S + Q²)/(2ω). For small Q its size is S/(2ω), which is the smallest momentum transfer that can make mass √S.

Current conservation, q·T = 0, allows any multiple of q to be subtracted from the time direction u = (1, 0, 0, 0) in T⁰ = u·T. Choose λ = 2ω/(S + Q²), for which λQ_∥ = −1. Then

u − λq = k/ω − λ(0, **Q**_⊥).

In the pair's rest frame the components of k/ω are about √S/(2ω), which is small at high energy. The other term has size 2ωQ_⊥/S, which is of order one or more once Q_⊥ reaches S/(2ω). It acts as a transverse photon polarization, up to corrections of relative order Q_⊥/√S. For small Q the second photon is nearly real, so W becomes the two-photon cross section σ_γγ times its flux factor 2S:

W ≈ (2ωQ_⊥/S)² × 2S σ_γγ(S).

Insert this, with e² = 4πα. The factors are

(1/2ω)(π/2ω)(1/8π³)(4πα)(4ω²/S²)(2S) = α/(πS),

and hence

σ_pair ≈ (Z²α/π) ∫ (dS/S) σ_γγ(S) ∫ dQ² Q_⊥²/Q⁴.

In the inner integral Q_⊥² = Q² − S²/(4ω²). It starts at Q = S/(2ω), and the approximation ends at some Λ of order m. For Λ ≫ S/(2ω) it equals 2 ln(2ωΛ/S) − 1. The coefficient of ln ω in B is therefore (2/π) times the S-integral in units of α²/m². Numerical integration of the tree-level two-photon amplitude gives 4.887 for that integral, hence 3.111 for the coefficient. This agrees with the known high-energy form

B ≈ (28/9) ln(2ω/m) − 218/27,  ω ≫ m.

The argument above does not fix the constant. Evaluating W numerically without the small-Q approximation does: at ω/m = 800, subtracting the logarithm from B leaves −8.073, while −218/27 = −8.074.

The constant matters in an estimate. At 20 MeV, where ω/m = 39.1, the logarithm alone gives 13.6, but the full Born integral gives B = 5.62. The two-term formula gives 5.49, about 2% below the full integral.

**Rhenium: Z = 75**

For Z = 1 at 20 MeV,

σ_pair = 0.5795 mb × 5.618 = 3.256 mb,

far below the Thomson value. For a rhenium nucleus,

σ_pair = 75² × 3.256 mb = 1.83 × 10⁴ mb = 18.3 b,

which is 27.5 times the Thomson cross section of one electron. The ratio of the scales alone is

(Z²α³/m²)/(α²/m²) = Z²α = 41.0.

It passes one at Z = 1/√α = 11.7. With the numerical coefficients included, the crossing at 20 MeV is at Z = 14.3.

An atom has Z electrons, however. If they scattered as independent free electrons in the Thomson regime, their total would be

75 × 665 mb = 4.99 × 10⁴ mb = 49.9 b,

which exceeds the pair cross section. The ratio of scales is now Zα = 0.547. The 49.9 b is a counting benchmark, not a prediction for a rhenium atom: a hydrogen-like estimate of the innermost binding energy is (Zα)²m/2 ≈ 0.15m, which leaves little room for a photon energy far above binding and far below m.

**Comparing at one photon energy**

The Thomson formula needs ω ≪ m, whereas pair production on a fixed nucleus needs ω > 2m. At 20 MeV the electrons must be described by the tree-level Compton result, the Klein–Nishina formula:

dσ/dΩ = (α²/2m²)(ω′/ω)² [ω′/ω + ω/ω′ − sin²θ],

where θ is the scattering angle and ω′ = ω/(1 + x) is the scattered energy, with x = (ω/m)(1 − cos θ). Since dΩ = 2π(m/ω) dx after integration over azimuth,

σ_C = (πα²/mω) ∫₀^(2ω/m) dx [1/(1 + x) + 1/(1 + x)³ − sin²θ/(1 + x)²].

Because sin²θ ≤ 2xm/ω, the last term is suppressed by m/ω, up to a logarithm. The first two give

σ_C ≈ (πα²/mω)[ln(1 + 2ω/m) + 1/2],  ω ≫ m.

This is about 31 mb at 20 MeV. Numerical integration of the full expression gives 30.25 mb, or 2.27 b for 75 electrons. Pair production on the bare nucleus is about eight times larger. Thus the order found by counting electrons in the Thomson regime is reversed when both processes are taken at 20 MeV.

**How far the rhenium number can be trusted**

Atomic electrons screen the nuclear charge. A simple model replaces 1/Q² by 1/(Q² + 1/a²), with a = a₀/Z^(1/3) and a₀ = 1/(αm) the Bohr radius. For rhenium 1/a = 0.031m, while the smallest momentum transfer at the pair threshold S = 4m² is 2m²/ω = 0.051m at 20 MeV. In this model screening lowers the Born cross section by 1.4% of its bare value. That figure depends strongly on the model and understates the effect for a real atom. With Molière's three-term fit to the Thomas–Fermi atom, whose outer charge extends farther, the reduction is 4.4%. At higher energies the smallest transfer falls below 1/a and the growth weakens. Between ω/m = 200 and 800, the mean slope of B against ln ω is 3.10 for the bare charge and 1.28 for the simple screened model (1.21 with Molière's fit).

Repeated action of the nuclear field is a larger concern. Each further action brings a factor Zα. Reversing the sign of Z only exchanges electron and positron and leaves the total cross section unchanged, so the term linear in Zα drops out. The corrections are therefore of relative order (Zα)² = 0.30, and they are not calculated here. The 18 b for rhenium is therefore a Born value, whatever the number of digits in the integral. In the high-energy limit the known Coulomb correction (Davies, Bethe and Maximon) lowers B by (28/9)f, where f = (Zα)² Σ 1/{n[n² + (Zα)²]}, summed over n = 1, 2, 3, …. For Z = 75, f = 0.288 and the reduction is 0.90. Used unchanged at 20 MeV, it would take 16% off the Born value and leave about 15 b. This shows the likely size of the effect but is not a prediction, because the limit is not established at this energy. Nuclear recoil and pair production on atomic electrons are also omitted.

**Why annihilation stays last**

Making muons requires s ≥ 4M², so m²/s is small from the start. The formula 4πα²/(3s) cannot be used at threshold, where the muons have no phase space. With the masses kept, a numerical scan of the one-photon cross section finds its largest value, 1.0 × 10⁻³ mb, near √s = 0.25 GeV. That is about three thousand times smaller than pair production at 20 MeV even for Z = 1. The comparison fails close to the electron-pair threshold, where σ_pair itself goes to zero. It also fails if the Thomson value is replaced by the Compton cross section at extreme energies: σ_C per electron keeps falling with ω and drops below 1.0 × 10⁻³ mb near ω ≈ 2 × 10³ GeV.
